# Why impurity-assisted tunnelling overtakes direct tunnelling in thick barriers: test program

```python
"""
Impurity-assisted versus direct tunnelling through a rectangular barrier.
Result under test: the ratio of level-averaged impurity conductance to
direct conductance is
    R = pi^3 nu V exp(kappa d) / (k kappa^2) * [1 - 3/(2 kappa d) + ...],
so with L = ln[k kappa^2 / (pi^3 nu V)] the crossover thickness is
    d* = L / kappa  (leading),  d* = [L + 3/(2 L)] / kappa  (corrected).
d: thickness; phi: barrier above the Fermi level; fermi: Fermi energy;
V = fermi + phi; kappa, k: decay constant and Fermi wavevector;
nu: impurity levels per volume and energy.  Energies in eV, lengths in nm.
Conductances per area are in units of 2e^2/h per nm^2 unless converted.
The reference side solves scattering from a zero-range impurity in 3D.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import digamma

H2 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/2m, eV nm^2
G0 = 2 * sc.e**2 / sc.h                           # siemens
COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9    # eV nm
NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)

FERMI, PHI = 5.0, 0.5
NU_CM = 1e18
NU = NU_CM * 1e-21
TEMP = 300.0
KT = sc.k * TEMP / sc.e
POL = 0.4
BIAS = 0.010
EPS_FAST, EPS_STATIC = 6.0, 30.0
ROUGH = 0.1
ATTEMPT = 1e13


def modes(d, fermi, phi, aniso=1.0):
    """Transverse modes; aniso = transverse/normal mass in the barrier."""
    kf = np.sqrt(fermi / H2)
    q = kf * (NODES + 1) / 2
    area = q * WEIGHTS * kf / 2 / (2 * np.pi)
    k = np.sqrt(kf**2 - q**2)
    kap = np.sqrt(phi / H2 + q**2 / aniso)
    sh, ch = np.sinh(kap * d), np.cosh(kap * d)
    wronskian = (k**2 / kap - kap) * sh + 2j * k * ch
    return area, k, kap, wronskian


def outgoing(z, k, kap):
    """Barrier solution that joins an outgoing wave at distance z."""
    x = np.multiply.outer(z, kap)
    return np.cosh(x) - 1j * k / kap * np.sinh(x)


def widths(d, z, fermi, phi, aniso=1.0):
    """Level widths into left and right electrodes, in eV."""
    area, k, kap, w = modes(d, fermi, phi, aniso)
    weight = area * k / abs(w)**2
    left = (abs(outgoing(d - z, k, kap))**2) @ weight
    right = (abs(outgoing(z, k, kap))**2) @ weight
    norm = aniso / (8 * np.pi * np.sqrt(phi / H2))
    return 2 * H2 * left / norm, 2 * H2 * right / norm


def direct(d, fermi=FERMI, phi=PHI, aniso=1.0):
    area, k, kap, w = modes(d, fermi, phi, aniso)
    return np.sum(area * 4 * k**2 / abs(w)**2)


def impurity(d, fermi=FERMI, phi=PHI, aniso=1.0, fl=1.0, fr=1.0):
    """Level- and position-averaged channel; fl, fr scale the interfaces."""
    z, wz = d * (NODES + 1) / 2, d * WEIGHTS / 2
    gl, gr = widths(d, z, fermi, phi, aniso)
    gl, gr = fl * gl, fr * gr
    return NU * np.sum(wz * 2 * np.pi * gl * gr / (gl + gr))


def scatter(d, z0, level, fermi=FERMI, phi=PHI):
    """Zero-range impurity at z0; level is measured from the Fermi level."""
    area, k, kap, w = modes(d, fermi, phi)
    fl, fr = outgoing(z0, k, kap), outgoing(d - z0, k, kap)
    green = np.sum(area * (fl * fr / w + 1 / (2 * kap)))
    bl = np.sum(area * k * abs(fr)**2 / abs(w)**2)
    br = np.sum(area * k * abs(fl)**2 / abs(w)**2)
    cross = np.sum(area * 4 * k**2 * fl * fr / (abs(w)**2 * w))
    kappa = np.sqrt(phi / H2)
    kap0 = np.sqrt((phi - level) / H2)
    tmat = 1 / ((kap0 - kappa) / (4 * np.pi) - green)
    resonant = 4 * bl * br * abs(tmat)**2
    return resonant, 2 * np.real(tmat * cross), green, bl, br


def closed_direct(d, fermi, phi):
    k, kap = np.sqrt(fermi / H2), np.sqrt(phi / H2)
    return (4 * k**2 * kap**3 * np.exp(-2 * kap * d)
            / (np.pi * (k**2 + kap**2)**2 * d))


def closed_impurity(d, fermi, phi):
    k, kap = np.sqrt(fermi / H2), np.sqrt(phi / H2)
    return (NU * 4 * np.pi**2 * phi * k * np.exp(-kap * d)
            / ((k**2 + kap**2) * kap * d))


def log_argument(nu, h2=H2):
    k, kap = np.sqrt(FERMI / h2), np.sqrt(PHI / h2)
    return k * kap**2 / (np.pi**3 * nu * (FERMI + PHI))


def leading_crossover(nu, h2=H2):
    return np.log(log_argument(nu, h2)) / np.sqrt(PHI / h2)


def corrected_crossover(nu, h2=H2):
    big_l = np.log(log_argument(nu, h2))
    return (big_l + 1.5 / big_l) / np.sqrt(PHI / h2)


kappa, kfermi = np.sqrt(PHI / H2), np.sqrt(FERMI / H2)

# Normalization of the impurity orbital, also for an anisotropic mass
for s in (1.0, 2.0):
    val = quad(lambda q: q / (2 * np.pi) / (4 * (kappa**2 + q*q/s)**1.5),
               0, np.inf)[0]
    assert abs(val / (s / (8 * np.pi * kappa)) - 1) < 1e-6

# Scattering average over level energy, interference included
d_test, z_test = 2.0, 0.9
_, _, green, bl, br = scatter(d_test, z_test, 0.0)
assert abs(-green.imag / (bl + br) - 1) < 1e-6
gl, gr = widths(d_test, np.array([z_test]), FERMI, PHI)
gl, gr = gl[0], gr[0]
centre = PHI - H2 * (kappa + 4 * np.pi * green.real)**2
half = (gl + gr) / 2
umax = np.arcsinh(0.2 / half)
u = np.linspace(-umax, umax, 8001)
res, inter, *_ = scatter(d_test, z_test, centre + half * np.sinh(u))
jac = half * np.cosh(u)
area_res = np.trapezoid(res * jac, u) if hasattr(np, "trapezoid") \
    else np.trapz(res * jac, u)
area_int = np.trapezoid(inter * jac, u) if hasattr(np, "trapezoid") \
    else np.trapz(inter * jac, u)
area_formula = 2 * np.pi * gl * gr / (gl + gr)
assert abs((area_res + area_int) / area_formula - 1) < 0.01

# Width formula far from the electrode
z_far = 20 / kappa
gfar = widths(2 * z_far, np.array([z_far]), FERMI, PHI)[0][0]
gfar_formula = (4 * PHI * kfermi / (kfermi**2 + kappa**2)
                * np.exp(-2 * kappa * z_far) / z_far)
assert abs(gfar / gfar_formula - 1) < 0.05

# Conductances for several barriers: exponents, prefactors and first-order
# corrections in 1/(kappa d); the allowed remainder is of second order
for ef, ph in ((5.0, 0.5), (2.0, 1.0), (8.0, 1.5)):
    kap = np.sqrt(ph / H2)
    kf = np.sqrt(ef / H2)
    beta = kap**2 / kf**2
    thick = (20 / kap, 40 / kap)
    dd = [direct(x, ef, ph) for x in thick]
    ii = [impurity(x, ef, ph) for x in thick]
    for x, gd, gi in zip(thick, dd, ii):
        small = 1 / (kap * x)
        rest = 3 * small**2
        rel_d = gd / closed_direct(x, ef, ph)
        rel_i = gi / closed_impurity(x, ef, ph)
        assert abs(rel_d - 1 - (1.5 - beta) * small) < rest
        assert abs(rel_i - 1 + beta * small) < rest
        ratio = (np.pi**3 * NU * (ef + ph) * np.exp(kap * x)
                 / (kf * kap**2))
        rel_r = gi / gd / ratio
        assert abs(rel_r - 1 + 1.5 * small) < rest
        if (ef, ph) == (FERMI, PHI) and x == thick[0]:
            shown = kap * x, rel_r, 1 - 1.5 * small
    span = (thick[1] - thick[0]) * kap
    slope_d = np.log(thick[0] * dd[0] / (thick[1] * dd[1])) / span
    slope_i = np.log(thick[0] * ii[0] / (thick[1] * ii[1])) / span
    assert abs(slope_d - 2) < 0.01 and abs(slope_i - 1) < 0.01
    if (ef, ph) == (FERMI, PHI):
        slopes = slope_d, slope_i

# A detuned central impurity keeps the direct exponent
da, db = 12 / kappa, 20 / kappa
ra, rb = [scatter(x, x / 2, 0.1)[0] for x in (da, db)]
slope_off = np.log(da**2 * ra / (db**2 * rb)) / (db - da) / kappa
assert abs(slope_off - 2) < 0.05

# Crossover from the full integrals
d_leading, d_corrected = leading_crossover(NU), corrected_crossover(NU)
d_full = brentq(lambda x: np.log(impurity(x) / direct(x)), 0.8, 6)
assert abs(d_full - d_corrected) < 0.02
assert impurity(d_full - 0.3) < direct(d_full - 0.3)
assert impurity(d_full + 0.3) > direct(d_full + 0.3)


def spin_sums(d, p):
    a, b = 1 + p, 1 - p
    imp_p = impurity(d, fl=a, fr=a) + impurity(d, fl=b, fr=b)
    imp_ap = impurity(d, fl=a, fr=b) + impurity(d, fl=b, fr=a)
    dir_p, dir_ap = direct(d) * (a*a + b*b), direct(d) * 2*a*b
    return imp_p, imp_ap, dir_p, dir_ap


for p in (0.4, 0.8):
    ip, ia, _, _ = spin_sums(20 / kappa, p)
    assert abs(ip / ia * np.sqrt(1 - p*p) - 1) < 0.01
tmr_dir = 2 * POL**2 / (1 - POL**2)
tmr_imp = 1 / np.sqrt(1 - POL**2) - 1
ip, ia, dp, dap = spin_sums(d_full, POL)
tmr_cross = (ip + dp) / (ia + dap) - 1
assert tmr_imp < tmr_cross < tmr_dir

# Thermal spread below the barrier top, and emission above it
energy = np.linspace(-0.3, 0.3, 61)
thermal_w = 1 / (4 * KT * np.cosh(energy / (2 * KT))**2)
thermal_w /= thermal_w.sum()


def thermal(function, d):
    return sum(w * function(d, FERMI + x, PHI - x)
               for x, w in zip(energy, thermal_w))


heat_dir = thermal(direct, d_full) / direct(d_full)
heat_imp = thermal(impurity, d_full) / impurity(d_full)
d_hot = brentq(lambda x: np.log(thermal(impurity, x)
                                / thermal(direct, x)), 1, 5, xtol=1e-4)
emission = quad(lambda x: x / (4 * np.pi * H2)
                / (4 * KT * np.cosh((x + PHI) / (2 * KT))**2),
                0, 40 * KT)[0]
richardson = (sc.e * sc.m_e * sc.k**2 / (2 * np.pi**2 * sc.hbar**3)
              * TEMP**2 * np.exp(-PHI / KT) / KT)
assert abs(emission * G0 * 1e18 / richardson - 1) < 1e-3
d_emission = brentq(lambda x: np.log(thermal(impurity, x) / emission),
                    2, 7, xtol=1e-4)


# Image lowering of the barrier (both electrodes)
def image(x, d):
    return COUL / (4 * EPS_FAST * d) * (
        2 * np.euler_gamma + digamma(x / d) + digamma(1 - x / d))


n = np.arange(1, 200001)
xi, di = 0.6, 2.0
series = COUL / (2 * EPS_FAST) * (
    np.sum(1/(n*di) - 1/(2*n*di - 2*xi) - 1/(2*n*di + 2*xi)) - 1/(2*xi))
assert abs(series / image(xi, di) - 1) < 1e-4


def image_action(d):
    x = (np.arange(4000) + 0.5) * d / 4000
    return np.sqrt(np.maximum(PHI + image(x, d), 0) / H2).mean() * d


d_image = brentq(lambda x: image_action(x) - kappa * d_corrected, 1, 8)

# Charging: Coulomb energy of the orbital, and single-occupancy rates
charging = COUL / EPS_STATIC * 4 * kappa * quad(
    lambda t: np.exp(-t) * (-np.expm1(-t)) / t, 0, np.inf)[0]


def charging_factor(rate_l, rate_r, dv=1e-3):
    x = np.linspace(-35, 35, 14001)
    f_l = 1 / (1 + np.exp(x - dv / 2))
    f_r = 1 / (1 + np.exp(x + dv / 2))
    enter = rate_l * f_l + rate_r * f_r
    leave = rate_l * (1 - f_l) + rate_r * (1 - f_r)
    empty = leave / (leave + 2 * enter)
    current = rate_l * (2 * f_l * empty - (1 - f_l) * (1 - empty))
    free = 2 * rate_l * rate_r / (rate_l + rate_r) * (f_l - f_r)
    return current.sum() / free.sum()


block = charging_factor(1.0, 3.0)
assert abs(block - np.log(2)) < 1e-3
assert abs(charging_factor(1.0, 1.0) - np.log(2)) < 1e-3
d_one = d_full - np.log(block) / kappa
d_two = d_full - np.log(2 * block) / kappa

# Anisotropic mass, heavier mass, rough thickness
d_aniso = brentq(lambda x: np.log(impurity(x, aniso=2.0)
                                  / direct(x, aniso=2.0)), 0.8, 6)
assert abs(d_aniso - d_full - np.log(2) / kappa) < 0.05
d_heavy = corrected_crossover(NU, H2 / 2)
hx, hw = np.polynomial.hermite.hermgauss(9)


def rough_ratio(d):
    ds = d + np.sqrt(2) * ROUGH * hx
    return np.log(sum(w * impurity(x) for x, w in zip(ds, hw))
                  / sum(w * direct(x) for x, w in zip(ds, hw)))


d_rough = brentq(rough_ratio, 1.0, 6)

# Phonon-assisted hopping through two impurities, rough estimate
g = np.linspace(-20, 20, 801)
gx, gy = np.meshgrid(g, g)
pair_energy = np.exp(-(abs(gx) + abs(gy) + abs(gx - gy)) / 2).sum() \
    * (g[1] - g[0])**2


def hopping_ratio(d):
    z, wz = d * (NODES + 1) / 2, d * WEIGHTS / 2
    gl, gr = widths(d, z, FERMI, PHI)
    rn, rw = np.polynomial.legendre.leggauss(40)
    rho, wr = 1.5 * (rn + 1), 1.5 * rw
    gap = np.maximum(z[None, :] - z[:, None], 0)
    b = np.sqrt(gap[:, :, None]**2 + rho**2)
    hop = sc.hbar / sc.e * ATTEMPT * np.exp(-2 * kappa * b)
    series_rate = 1 / (1 / gl[:, None, None] + 1 / hop
                       + 1 / gr[None, :, None])
    ordered = (z[None, :] > z[:, None]) * wz[:, None] * wz[None, :]
    pairs = np.sum(ordered * (series_rate @ (2 * np.pi * rho * wr)))
    single = np.sum(wz * gl * gr / (gl + gr))
    return pair_energy * KT * NU * pairs / single


hop_cross, hop_thick = hopping_ratio(d_full), hopping_ratio(d_emission)

# Number of impurities that carry current within the thermal window
per_area = NU * np.pi / (2 * kappa) * 4 * KT
mid_width = sum(widths(d_full, np.array([d_full / 2]), FERMI, PHI))[0]
g_cross = direct(d_full) * G0
ra_product = 1 / (2 * g_cross) * 1e-6

print(f"Fermi energy {FERMI:.1f} eV, barrier {PHI:.1f} eV")
print(f"impurity density {NU_CM:.0e} /(cm3 eV)")
print(f"temperature {TEMP:.0f} K, kT {1e3*KT:.2f} meV")
print(f"kappa {kappa:.3f} /nm, k {kfermi:.3f} /nm")
print(f"argument of logarithm {log_argument(NU):.1f},"
      f" L {np.log(log_argument(NU)):.3f}")
print(f"crossover, leading formula {d_leading:.3f} nm")
print(f"crossover, corrected formula {d_corrected:.3f} nm")
print(f"crossover, full integrals {d_full:.3f} nm")
print(f"kappa d at full crossover {kappa*d_full:.2f}")
for nu_cm in (1e17, 1e19):
    print(f"corrected crossover at {nu_cm:.0e} /(cm3 eV):"
          f" {corrected_crossover(nu_cm*1e-21):.3f} nm")
print(f"leading shift per decade of density {np.log(10)/kappa:.3f} nm")
print(f"full/leading ratio R at kappa d {shown[0]:.0f}: {shown[1]:.4f}")
print(f"  first-order prediction {shown[2]:.4f}")
print(f"decay/kappa: direct {slopes[0]:.3f}, averaged {slopes[1]:.3f}")
print(f"decay/kappa: impurity detuned 0.1 eV {slope_off:.3f}")
print(f"scattering test: d {d_test:.1f} nm, z {z_test:.1f} nm")
print(f"  widths left, right {1e3*gl:.4f}, {1e3*gr:.4f} meV")
print(f"  resonance area, scattering {1e3*area_res:.4f} meV")
print(f"  resonance area, formula {1e3*area_formula:.4f} meV")
print(f"  interference area {1e3*area_int:.5f} meV")
print(f"total width of central level at d* {1e3*mid_width:.3f} meV")
print("thickness nm, direct S/um2, impurity S/um2, ratio:")
for x in (1.0, 1.5, 2.0, 2.5, 3.0):
    a, b = direct(x) * G0 * 1e6, impurity(x) * G0 * 1e6
    print(f"  {x:.1f}  {a:.3e}  {b:.3e}  {b/a:.4f}")
print(f"each conductance at d* {g_cross*1e6:.3e} S/um2")
print(f"resistance-area product at d* {ra_product:.3e} ohm um2")
print(f"polarization {POL:.1f}; TMR direct {100*tmr_dir:.1f} %")
print(f"TMR impurity {100*tmr_imp:.1f} %, at d* {100*tmr_cross:.1f} %")
print(f"thermal factors: direct {heat_dir:.3f}, impurity {heat_imp:.3f}")
print(f"crossover with thermal spread {d_hot:.3f} nm")
print(f"thermal emission {emission*G0*1e6:.3e} S/um2")
print(f"emission overtakes impurities at {d_emission:.2f} nm")
print(f"fast, static permittivity {EPS_FAST:.0f}, {EPS_STATIC:.0f}")
print(f"crossover with image lowering {d_image:.3f} nm")
print(f"impurity charging energy {charging:.3f} eV")
print(f"single-occupancy factor {block:.4f}")
print(f"crossover, one charge transition {d_one:.3f} nm")
print(f"crossover, both charge transitions {d_two:.3f} nm")
print(f"crossover, transverse mass doubled {d_aniso:.3f} nm")
print(f"crossover, all masses doubled {d_heavy:.3f} nm")
print(f"crossover, roughness {ROUGH:.1f} nm rms: {d_rough:.3f} nm")
print(f"assumed hopping attempt rate {ATTEMPT:.0e} /s")
print(f"pair hopping/single impurity at d* {hop_cross:.2e}")
print(f"same ratio at {d_emission:.2f} nm: {hop_thick:.2e}")
print(f"active impurities, 100 nm square {per_area*1e4:.3f}")
print(f"active impurities, 10 um square {per_area*1e8:.0f}")
print(f"field at {1e3*BIAS:.0f} mV and d* {10*BIAS/d_full:.4f} MV/cm")
print("all assertions hold")
```

Running it gives:

```
Fermi energy 5.0 eV, barrier 0.5 eV
impurity density 1e+18 /(cm3 eV)
temperature 300 K, kT 25.85 meV
kappa 3.623 /nm, k 11.456 /nm
argument of logarithm 881.6, L 6.782
crossover, leading formula 1.872 nm
crossover, corrected formula 1.933 nm
crossover, full integrals 1.933 nm
kappa d at full crossover 7.00
corrected crossover at 1e+17 /(cm3 eV): 2.553 nm
corrected crossover at 1e+19 /(cm3 eV): 1.329 nm
leading shift per decade of density 0.636 nm
full/leading ratio R at kappa d 20: 0.9276
  first-order prediction 0.9250
decay/kappa: direct 2.002, averaged 1.000
decay/kappa: impurity detuned 0.1 eV 2.007
scattering test: d 2.0 nm, z 0.9 nm
  widths left, right 0.2932, 0.0552 meV
  resonance area, scattering 0.2916 meV
  resonance area, formula 0.2918 meV
  interference area -0.00002 meV
total width of central level at d* 0.334 meV
thickness nm, direct S/um2, impurity S/um2, ratio:
  1.0  3.100e-02  7.861e-04  0.0254
  1.5  4.864e-04  9.354e-05  0.1923
  2.0  9.136e-06  1.174e-05  1.2849
  2.5  1.878e-07  1.545e-06  8.2294
  3.0  4.072e-09  2.110e-07  51.8111
each conductance at d* 1.545e-05 S/um2
resistance-area product at d* 3.237e+04 ohm um2
polarization 0.4; TMR direct 38.1 %
TMR impurity 9.1 %, at d* 22.9 %
thermal factors: direct 1.179, impurity 1.048
crossover with thermal spread 1.966 nm
thermal emission 1.667e-08 S/um2
emission overtakes impurities at 3.70 nm
fast, static permittivity 6, 30
crossover with image lowering 2.513 nm
impurity charging energy 0.482 eV
single-occupancy factor 0.6932
crossover, one charge transition 2.034 nm
crossover, both charge transitions 1.843 nm
crossover, transverse mass doubled 2.119 nm
crossover, all masses doubled 1.564 nm
crossover, roughness 0.1 nm rms: 1.993 nm
assumed hopping attempt rate 1e+13 /s
pair hopping/single impurity at d* 2.73e-04
same ratio at 3.70 nm: 9.85e-03
active impurities, 100 nm square 0.448
active impurities, 10 um square 4484
field at 10 mV and d* 0.0517 MV/cm
all assertions hold
```
